Doping and Built-in Potential from Schottky Capacitance with the Thermal Correction

**1. What dimensions already fix**

A metal contact of area A sits on n-type semiconductor of permittivity ε with N donors per volume. Reverse bias uncovers positive donor charge beneath the metal. The aim is to find how the capacitance depends on bias, and to read N and the built-in potential from it.

Suppose first that temperature plays no part. Electrostatics then contains the permittivity ε, the charge density qN (q is the positive elementary charge) and the total potential drop V_s across the semiconductor. Take coulomb, volt and metre as independent units. The capacitance per area has units C V⁻¹ m⁻², ε has C V⁻¹ m⁻¹, and qN has C m⁻³. Try

C/A ∝ ε^a (qN)^b V_s^c.

Matching coulombs, volts and metres gives

a + b = 1,  −a + c = −1,  −a − 3b = −2.

Inserting a = 1 − b into the third equation gives −1 − 2b = −2, so b = 1/2, a = 1/2 and c = −1/2. Squaring and inverting,

1/C² = (number) × V_s/(qεNA²).

The inverse square of the capacitance is therefore linear in the potential drop. Temperature adds one more voltage, kT/q, and the most that dimensions allow is

1/C² = [(kT/q)/(qεNA²)] F(u_s),  u_s = qV_s/kT.

The cold result requires F to grow in proportion to u_s when u_s is large. A constant next to that leading term would shift the line along the voltage axis by a multiple of kT/q. The slope and this constant have to be calculated.

SI-based units are used, since volts and farads are what is measured. The coordinate x runs from the metal at x = 0 into the semiconductor.

**2. The simple case: no electrons in the depleted layer**

Assume uniform, fully ionized donors, negligible holes, no charged traps and a one-dimensional geometry. Let every electron be absent for x < W, and let the material be neutral for x > W.

Let v(x) be minus the electrostatic potential, measured from the neutral bulk. It is positive near the metal, and an electron's energy there is raised by qv. Poisson's equation for the potential has a minus sign in front of the charge density ρ, so for v it reads

v'' = ρ/ε = qN/ε for x < W.

At x = W both v and v' vanish. Integrating twice,

v' = −(qN/ε)(W − x),
v = (qN/2ε)(W − x)².

The electric field is minus the gradient of the potential, hence equal to v'. It is negative and points towards the metal, as it should with positive donors facing negative charge on the metal. At x = 0,

V_s = qNW²/(2ε),  Q = AqNW,

where Q is the semiconductor charge. A small increase dW gives dQ = AqN dW and dV_s = (qNW/ε) dW. The differential capacitance is

C = dQ/dV_s = εA/W.

Since W² = 2εV_s/(qN),

1/C² = W²/(ε²A²) = 2V_s/(qεNA²).

The undetermined number is 2.

Now test this on a limit. As V_s → 0, the width W vanishes and C diverges. The cause is the sharp edge: no length remains over which the charge can spread. Electrons at a finite temperature do not form a sharp edge, so the model must be repaired there. The repair also changes the line far from that limit.

**3. From potential drop to applied bias**

Let φ_B be the energy from the metal's Fermi level to the conduction-band edge at the interface, and let E_n be the energy from the bulk Fermi level up to the bulk band edge. At zero bias the two Fermi levels coincide, so the band edge rises from E_n to φ_B on going from the bulk to the interface:

qV_bi = φ_B − E_n.

A reverse bias V_R ≥ 0 makes the semiconductor positive relative to the metal and adds to the drop:

V_s = V_bi + V_R.

This assumes that φ_B does not move with bias and that no voltage is lost in a series resistance or an interfacial layer. The potential contains no image-force term, so φ_B is the barrier without image-force lowering. Neglecting holes requires φ_B to lie well below the band gap. For a silicon-like gap of 1.12 eV and N = 10¹⁶ cm⁻³ at 300 K, the hole density at the interface is about 1 % of N for φ_B = 0.80 eV, but it exceeds N above about 0.9 eV. The hole layer then shifts the intercept further.

To find E_n, take a parabolic band with density-of-states mass m. With energy E measured from the band edge, the density of states per volume is (1/2π²)(2m/ħ²)^(3/2) √E. If E_n is several kT, the Fermi function is close to exp[−(E + E_n)/kT]. Substituting t = E/kT,

N = (1/2π²)(2mkT/ħ²)^(3/2) exp(−E_n/kT) ∫₀^∞ √t e^(−t) dt.

The integral is √π/2. Collecting factors,

N = N_c exp(−E_n/kT),  N_c = 2[mkT/(2πħ²)]^(3/2),

so that

E_n = kT ln(N_c/N).

The size of the error follows from the next term of the Fermi function, −exp[−2(E + E_n)/kT]. Its integral carries an extra factor 2^(−3/2), so the density falls short by the fraction (N/N_c)/2^(3/2). For the example below, N/N_c = 1/2509 and the fraction is 1.4 × 10⁻⁴. Quadrature with the full Fermi function gives 0.99986 of the assumed density, in agreement.

**4. The general case: electrons kept**

Let the electrons be nondegenerate, with a flat quasi-Fermi level wherever their density matters. Raising their energy by qv then reduces their density to

n = N exp(−qv/kT).

In the bulk v = 0 and n = N, as neutrality demands. Under reverse bias a current flows, and this relation may fail close to the metal. If the true density there is still tiny compared with N, the charge density hardly changes. The relation is needed near the edge of the depleted layer, where n is comparable with N. The electrons must also follow the small alternating test voltage.

Define u = qv/kT and the Debye length L = √[εkT/(q²N)]. Poisson's equation becomes

v'' = (qN/ε)(1 − e^(−u)).

Multiplying by q/kT,

u'' = (1/L²)(1 − e^(−u)).

Multiply by u'. The left side is the derivative of (u')²/2. On the right, (1 − e^(−u))u' is the derivative of u + e^(−u). Integrate from x to the bulk, where u and u' vanish and u + e^(−u) equals 1:

0 − (u')²/2 = (1/L²)[1 − u − e^(−u)].

Therefore

(u')² = (2/L²)(u − 1 + e^(−u)).

The total charge follows by integrating ρ = εv'' over x:

Q = Aε[v'(∞) − v'(0)] = −Aεv'(0).

Because v'(0) is negative, Q is positive. With v' = (kT/q)u' and εkT/q = qNL²,

Q = AqNL √[2(u_s − 1 + e^(−u_s))].

At fixed φ_B, dV_s = dV_R = (kT/q)du_s. The derivative of the root is (1 − e^(−u_s)) divided by the root itself. The prefactor is (q/kT)qNL = ε/L, so

C = dQ/dV_R = (εA/L)(1 − e^(−u_s))/√[2(u_s − 1 + e^(−u_s))].

**5. Two limits of the full formula**

Near flat band, u_s → 0. The numerator is u_s − u_s²/2 + …, and the quantity under the root is u_s² − u_s³/3 + …. The root is therefore u_s(1 − u_s/6 + …), and

C = (εA/L)(1 − u_s/3 + …).

The divergence has gone. The capacitance tends to that of a plate separation L, the distance over which mobile electrons screen a small disturbance. This is a limit of the present model; a real forward-biased contact may carry enough current to spoil the flat quasi-Fermi level.

For strong depletion, first invert and square:

(εA/L)²/C² = 2(u_s − 1 + e^(−u_s))/(1 − e^(−u_s))².

This is the function F of section 1. Write s = e^(−u_s) and use 1/(1 − s)² = 1 + 2s + …. The coefficient of s in the product is 1 + 2(u_s − 1) = 2u_s − 1, so

F = 2[u_s − 1 + (2u_s − 1)e^(−u_s) + …].

Dropping the exponentially small part and restoring volts through u_s = qV_s/kT,

1/C² = [2L²/(ε²A²)](q/kT)(V_s − kT/q).

Since L²q/(ε²kT) = 1/(qεN), the line is

1/C² = 2(V_bi + V_R − kT/q)/(qεNA²).

The slope is the cold one. The thermal correction is a shift of one kT/q.

The formula for C was tested against a grid solution of Poisson's equation with the electrons included. There the charge was integrated numerically and differenced with respect to bias. At u_s = 0.5, 2, 5, 25 and 150 the capacitances agree within 2 parts in 10⁴.

The exponential term says where the line fails. At u_s = 5 its leading part, relative to the line, is

9e^(−5)/4 = 0.0152.

The grid solution gives an excess of 1.53 % over the line. In the example this point lies at V_R = −0.468 V, a forward bias. Thermionic emission with the free-electron Richardson constant gives about 29 A/cm² there. The conductance, about 1 S, far exceeds ωC ≈ 6 × 10⁻⁴ S at 1 MHz, so this departure belongs to the zero-current model and could not be measured on this contact. At zero bias u_s = 23.12, and the same estimate is of order 10⁻¹⁰. Reverse-bias data therefore lie on the straight line as far as this effect is concerned.

The line reaches zero at u_s = 1, but the capacitance does not become infinite there. The full formula gives

F(1) = 2e^(−1)/(1 − e^(−1))² ≈ 1.84.

The intercept has to be extrapolated from reverse bias; it cannot be found by measuring at that voltage.

**6. Why the shift is one kT/q**

A balance of forces shows what the electrons do. Multiply εv'' = ρ by v' and integrate over the semiconductor. The left side gives −εE_s²/2, where E_s is the field at the metal. The total force per area on the semiconductor charge thus has magnitude εE_s²/2 and points towards the metal.

Split this force into two parts. The donors are pulled towards the metal with

∫ qN|v'| dx = qNV_s.

The electrons have the opposite charge and are pushed into the bulk with

∫ qn|v'| dx = qN ∫₀^(V_s) e^(−qv/kT) dv = kT(N − n_s),

where n_s = N e^(−u_s) is the density at the metal. This is the difference in electron gas pressure nkT between the bulk and the interface: the pressure gradient holds the electrons in place against the field. Hence

εE_s²/2 = qNV_s − kT(N − n_s).

When n_s is negligible, Q = AεE_s gives

Q² = 2qεNA²(V_s − kT/q).

Differentiating with respect to V_s, 2QC = 2qεNA², so C = qεNA²/Q. Inserting Q² into 1/C² = Q²/(qεNA²)² returns the line. In this strongly depleted regime the electron tail lowers Q at a given V_s, and because C varies as 1/Q it raises the capacitance.

Without the electron force the bracket would be V_s, and the intercept would give V_bi directly. The correction is the pressure NkT of the bulk electrons, expressed as a voltage by dividing by qN.

**7. What length the capacitance measures**

In the simple case C = εA/W with a sharp W. To generalize this, note that x v'' is the derivative of x v' − v. Integrating from the metal to the bulk,

∫₀^∞ x v'' dx = v(0) = V_s,

and therefore

V_s = (1/ε)∫ xρ dx.

For a small change of bias, dV_s = (1/ε)∫ x dρ dx and dQ = A∫ dρ dx. Their ratio is

C = εA/x̄,

where x̄ is the centroid of the added charge. From the line,

x̄ = L√[2(u_s − 1)].

The added charge density is qN e^(−u) du. It is negligible deep inside the depleted layer, where u is large, and it vanishes in the bulk, where du vanishes. It is concentrated where u is of order one. The contact behaves as a parallel-plate capacitor because the charge changes at the far side of the layer.

**8. Worked example**

Take round model parameters: relative permittivity 12, T = 300 K, N = 10¹⁶ cm⁻³, φ_B = 0.80 eV, density-of-states mass equal to the electron mass, and A = 10⁻³ cm². Then kT/q = 0.02585 V, L = 41.41 nm and N_c = 2.509 × 10¹⁹ cm⁻³. The bulk band edge lies above the Fermi level by

E_n = 0.02585 eV × ln(2509) = 0.202 eV,

so V_bi = 0.800 − 0.202 = 0.598 V.

The grid solution supplies synthetic capacitance data at reverse biases from 0 to 5 V. They contain no instrumental noise, and they do not use the integrated formula. At zero bias C = 38.58 pF; at 5 V it is 12.36 pF. The corresponding inverse squares are 0.6718 and 6.5461 in units of 10²¹ F⁻². The end points alone give the slope

(6.5461 − 0.6718)/5 = 1.1749, in 10²¹ F⁻² V⁻¹,

and the fit through all six points gives the same to these digits.

For the doping, use q = 1.6022 × 10⁻¹⁹ C, ε = 1.0625 × 10⁻¹⁰ F/m and A = 10⁻⁷ m²:

N = 2/(qεA² × slope)
= 2/(1.7023 × 10⁻⁴³ × 1.1749 × 10²¹) m⁻³
= 1.000 × 10²² m⁻³ = 1.000 × 10¹⁶ cm⁻³.

The fitted value at V_R = 0 is 0.67177 × 10²¹ F⁻². The line reaches zero at V_R = −V_i, with

V_i = 0.67177/1.17487 V = 0.572 V.

Adding the thermal voltage,

V_bi = V_i + kT/q = 0.572 + 0.026 = 0.598 V,

and the barrier is

φ_B = qV_bi + kT ln(N_c/N) = 0.598 + 0.202 = 0.800 eV.

The inputs are recovered. Without the correction the barrier would come out as 0.774 eV, too low by kT. A law proportional to exp(−φ_B/kT) would then give a current larger by the factor e = 2.718 than it gives with 0.800 eV. A real current flows over a barrier reduced by image-force lowering, √(qE_s/4πε) in volts, which here is 0.022 eV at zero bias and 0.039 eV at 5 V. This is comparable with kT and has to be subtracted from the capacitance barrier before any comparison with current data.

At zero bias the force on the donors is 957.5 Pa and that on the electrons is 41.4 Pa. Their difference, 916.1 Pa, matches the stress εE_s²/2 obtained from the surface field of 4.15 MV/m. The electron force equals the bulk pressure NkT to the printed digits. Without the tail the zero-bias capacitance would be 37.74 pF. The value with electrons is higher by 2.2 % of that figure, as expected from the ratio √[u_s/(u_s − 1)] = √(23.12/22.12) = 1.022.

The centroid at zero bias is

x̄ = 41.41 nm × √(2 × 22.12) = 275 nm,

and it moves to 860 nm at 5 V. The centroids computed directly from the added charge agree with εA/C at all six biases within 1 part in 10⁴. The remaining values are in the numerical output.

**9. An error in the area**

The doping varies as A⁻² at a given measured slope. If the area is taken 2 % too large, the inferred doping is multiplied by 1/1.02² = 0.961, giving 9.61 × 10¹⁵ cm⁻³. The intercept is a ratio of two quantities read from the same data, so the area does not affect it, and V_bi is unchanged. The barrier moves through its logarithm by

kT ln(1.02²) = 0.001 eV.

A 4 % error in doping thus leaves the barrier nearly untouched. The intercept matters more: an error in V_i passes directly into φ_B. The intercept is immune to a scale error in the area, but not to a fixed capacitance in parallel with the contact. In the example, an uncorrected 0.1 pF raises the fitted doping by 1.8 % and V_i by 13 mV, half the thermal correction. The fringe capacitance at the edge of a circular dot of this area, of order επr ≈ 0.06 pF for radius r, is already of that size. Edge and stray capacitance must be removed before the kT/q correction is meaningful.

**10. When the doping is not uniform**

Return to the sharp-edge model, but let the donor density depend on depth. Moving the edge by dW adds charge AqN(W)dW at depth W, so dV_s = qN(W)W dW/ε, and C = εA/W as before. Then

d(1/C²) = 2W dW/(ε²A²),

and division by dV_s = dV_R gives

d(1/C²)/dV_R = 2/[qεN(W)A²].

In this model the local slope measures the doping at the edge of the depleted layer. With a real electron tail this holds for doping that varies little over a few Debye lengths; more abrupt changes appear smeared out. A curved plot can therefore signal varying doping, and extrapolating it as a straight line no longer gives V_bi.

A straight plot does not prove uniformity up to the metal. Let the donor density be N₁ for x < d and N beyond, with the first layer depleted of electrons at all biases used. By the relation V_s = (1/ε)∫ xρ dx, the extra donors add a fixed potential

Δ = (q/ε)(N₁ − N)∫₀^d x dx = q(N₁ − N)d²/(2ε).

They also add a fixed charge, which drops out of dQ. The electron tail lies in the uniform region and obeys the same equation as before, so V_s − Δ takes the place of V_s:

1/C² = 2(V_bi + V_R − Δ − kT/q)/(qεNA²).

The line stays straight and its slope still gives N, but the intercept becomes V_i = V_bi − kT/q − Δ. For N₁ = 2N, the shift Δ equals kT/q when d² = 2εkT/(q²N) = 2L². With L = 41.41 nm this means d = 59 nm, well inside the layer depleted at zero bias. Such a surface layer would shift the intercept as much as the thermal correction does, and reverse-bias data from this line alone could not reveal it. The extraction of V_bi therefore rests on uniform doping all the way to the metal, whereas the slope needs it only over the depths swept by the edge and a few Debye lengths to either side, where the electron tail lies.

Computed results

```
relative permittivity               12.0
temperature                         300 K
input donor density                 1.000e+16 cm^-3
input barrier                       0.8000 eV
contact area                        1.0e-03 cm^2
density-of-states mass              1.00 m_e
thermal voltage kT/q                0.02585 V
Debye length                        41.41 nm
effective density of states         2.5094e+19 cm^-3
Fermi-Dirac density / donors        0.99986
bulk Fermi depth (kT/q)ln(Nc/N)     0.2024 V
input built-in potential            0.5976 V
scaled bending at zero bias         23.12
V_R (V)   C (pF)    1/C^2 (1e21 F^-2)   charge centroid (nm)
  0.0    38.5824       0.6718           275.39
  1.0    23.2707       1.8466           456.58
  2.0    18.1923       3.0215           584.04
  3.0    15.4370       4.1964           688.28
  4.0    13.6446       5.3712           778.70
  5.0    12.3597       6.5461           859.65
fitted slope                        1.17487 1e21 F^-2/V
fitted value at V_R = 0             0.67177 1e21 F^-2
intercept voltage V_i               0.5718 V
extracted donor density             1.0000e+16 cm^-3
extracted built-in potential        0.5976 V
extracted barrier                   0.8000 eV
barrier without kT/q correction     0.7741 eV
current factor from that omission   2.718
zero-bias C without electron tail   37.7387 pF
surface field at zero bias          4.1526 MV/m
force on donors, zero bias          957.52 Pa
force on electrons, zero bias       41.42 Pa
Maxwell stress at surface           916.10 Pa
bulk electron pressure N kT         41.42 Pa
V_R where scaled bending is 5       -0.4684 V
excess of 1/C^2 over line there     1.53 %
donor density, area 2% too large    9.6117e+15 cm^-3
barrier, area 2% too large          0.8010 eV
```
